# The Decay-Cascade Model of Electron Capture and Plateau Flatness, part 1

(Sections cited here and not found follow in the second part.)

## 1. From escape rates to the double exponential

A model electron pump is tuned to capture one electron per cycle. At its best gate voltage, 42.60 mV, it fails to hold exactly one electron with probability $2.976\times10^{-4}$. If the barrier that closes the dot is then raised at half the speed, every electron has twice as long to escape, and one might expect the failures to change markedly. The best voltage moves to 45.91 mV, but the smallest failure probability becomes $2.971\times10^{-4}$, which is the same to within 0.2 %. As long as the decisive escapes take place by tunnelling well below the barrier top, through a barrier whose tunnelling exponent is linear in its height, as for the parabolic barrier used here, the duration of the escape sets where the plateau lies and hardly affects how good it is. What fixes its quality is a difference between two parameters, one for each electron number.

### The cascade

A quantum dot is connected to a source lead through a barrier whose height is controlled in time. At time $t_0$ the dot holds $N$ electrons, and its levels have been lifted above the Fermi energy of the source by many times the thermal energy. An electron that tunnels out then finds an empty state in the lead, while no electron in the lead has the energy to come back. From $t_0$ on, the dot can only lose electrons. Meanwhile the barrier rises, and the escape finally stops.

We assume further that electrons leave one at a time, that the dot is in its ground state for each electron number, and that the escape has no memory. Let $P_n(t)$ be the probability of holding $n$ electrons and $\Gamma_n(t)$ the rate of the process $n\to n-1$. The state $n$ is emptied by its own decay and filled by the decay of the state above:

$$\frac{dP_n}{dt}=-\Gamma_nP_n+\Gamma_{n+1}P_{n+1},\qquad P_N(t_0)=1, \tag{1}$$

with $\Gamma_0=0$ and $P_{N+1}=0$. This is a decay cascade, like a chain of radioactive decays, except that the rates depend on time. The quantity that matters for each rate is its integral

$$X_n=\int_{t_0}^{\infty}\Gamma_n(t)\,dt . \tag{2}$$

It is the mean number of escape events that would occur if the state $n$ were restored after each one. If $X_n\gg1$ the state $n$ almost certainly decays; if $X_n\ll1$ it almost certainly survives.

### The probability of holding at least $n$ electrons

Let $Q_n=P_n+P_{n+1}+\dots+P_N$. In the sum of equations (1) from $n$ to $N$, each gain term $\Gamma_{m+1}P_{m+1}$ cancels the loss term of the next equation. What survives is the loss from the lowest state in the sum, and with $P_n=Q_n-Q_{n+1}$,

$$\frac{dQ_n}{dt}=-\Gamma_nP_n=-\Gamma_nQ_n+\Gamma_nQ_{n+1}. \tag{3}$$

To integrate this, define the part of the integral still to come, $Y_n(t)=\int_t^\infty\Gamma_n\,dt'$. Since $dY_n/dt=-\Gamma_n$, the factor $e^{-Y_n}$ has the derivative $+\Gamma_ne^{-Y_n}$, so that

$$\frac{d}{dt}\left(Q_ne^{-Y_n}\right)=\Gamma_nQ_{n+1}e^{-Y_n}.$$

At $t_0$ we have $Q_n=1$ and $Y_n=X_n$; at late times $Y_n=0$. Integration gives the final value

$$Q_n(\infty)=e^{-X_n}+\int_{t_0}^{\infty}\Gamma_nQ_{n+1}e^{-Y_n}\,dt . \tag{4}$$

The first term is the survival probability of a dot that starts with $n$ electrons. The second is never negative. It accounts for the time during which the dot still holds more than $n$ electrons: in that time the process $n\to n-1$ cannot take place, and its rate is spent without effect.

To estimate the second term we assume that all rates follow one common time profile, so that $\Gamma_n/\Gamma_m=X_n/X_m$ at every time. Then

$$\Gamma_nQ_{n+1}=\sum_{m>n}\Gamma_nP_m=\sum_{m>n}\frac{X_n}{X_m}\,\Gamma_mP_m .$$

By the first equality in (3), $\int\Gamma_mP_m\,dt=1-Q_m(\infty)\le1$. Since also $e^{-Y_n}\le1$, equation (4) yields

$$0\le Q_n(\infty)-e^{-X_n}\le\sum_{m>n}\frac{X_n}{X_m}. \tag{5}$$

For $n=N$ the sum is empty and $Q_N(\infty)=e^{-X_N}$ holds exactly. For $n<N$ the simple exponential is good when the higher charge states decay much faster. In a test with four electrons and moderately separated rates, the inequalities held at every voltage examined, and the deviation reached 0.93 of the bound. For well-separated rates the bound is thus not much larger than what can occur; for rates that lie close together it is less tight.

### Two charge states solved in full

A plateau at $n$ electrons is decided by the competition of two processes: $n+1\to n$ should happen, and $n\to n-1$ should not. Take $N=n+1$ and let

$$\rho=\frac{X_n}{X_{n+1}}<1 .$$

As a clock we use the integrated upper rate, $u(t)=\int_{t_0}^t\Gamma_{n+1}dt'$, which runs from 0 to $X_{n+1}$. In this variable $\Gamma_{n+1}dt=du$ and $\Gamma_ndt=\rho\,du$. The upper state decays as $P_{n+1}=e^{-u}$, and (1) for the lower one becomes

$$\frac{dP_n}{du}=-\rho P_n+e^{-u}
\quad\Longrightarrow\quad
\frac{d}{du}\left(P_ne^{\rho u}\right)=e^{-(1-\rho)u}.$$

Integrating from $P_n=0$ at $u=0$ to $u=X_{n+1}$, and multiplying by $e^{-\rho X_{n+1}}=e^{-X_n}$, we find

$$P_n(\infty)=e^{-X_n}\,\frac{1-e^{-(1-\rho)X_{n+1}}}{1-\rho}
=\frac{e^{-X_n}-e^{-X_{n+1}}}{1-\rho}. \tag{6}$$

To obtain $Q_n=P_n+P_{n+1}$, write (6) as $P_n+e^{-X_{n+1}}=e^{-X_n}+\rho P_n$. The left side is $Q_n$, hence

$$Q_n(\infty)=e^{-X_n}+\rho P_n(\infty). \tag{7}$$

The correction to the simple exponential is at most $\rho$, in accordance with (5). It has a direct meaning. The upper electron leaves at a clock reading $u$ distributed as $e^{-u}$, with a mean of 1 when $X_{n+1}$ is large. During that time the lower electron is not exposed, and on average an amount $\rho$ of its integrated rate $X_n$ is wasted.

### Why the gate voltage enters through an exponential

The rates must now be tied to the barrier. Let its top be parabolic, with height $B$ above the level from which the electron escapes: $U(x)-E=B-\tfrac12m\omega^2x^2$. In the semiclassical (WKB) approximation the transmission is $e^{-S}$ with

$$S=\frac2\hbar\int_{-x_t}^{x_t}\sqrt{2m\left(B-\tfrac12m\omega^2x^2\right)}\,dx,\qquad x_t=\frac1\omega\sqrt{\frac{2B}{m}} .$$

With $x=x_t\sin\theta$ the root becomes $\sqrt{2mB}\cos\theta$, and $dx=x_t\cos\theta\,d\theta$. The integral of $\cos^2\theta$ from $-\pi/2$ to $\pi/2$ is $\pi/2$, and $\sqrt{2mB}\,x_t=2B/\omega$, so

$$S=\frac2\hbar\cdot\frac{2B}{\omega}\cdot\frac\pi2=\frac{2\pi B}{\hbar\omega}=\frac B\Delta,\qquad \Delta=\frac{\hbar\omega}{2\pi}. \tag{8}$$

The exponent is linear in the height, and this property makes the capture law a double exponential.

The form $e^{-B/\Delta}$ fails near the barrier top, where it would reach 1. To see how far it can be trusted we need the full transmission. With $\xi=x\sqrt{m\omega/\hbar}$ and $b=B/\hbar\omega$ the Schrödinger equation reads $\psi''+(\xi^2-2b)\psi=0$. Far to the right the local wave number is $\sqrt{\xi^2-2b}\approx\xi-b/\xi$, and the transmitted wave is $C\,\xi^{-1/2-ib}e^{i\xi^2/2}$. We continue this form to the left side through the upper half of the complex $\xi$ plane, setting $\xi=re^{i\varphi}$ with $\varphi$ from 0 to $\pi$. The wave is the decaying solution for $0<\varphi<\pi/2$ and the growing one for $\pi/2<\varphi<\pi$; a growing term keeps its coefficient, whatever small term is added to it. At $\varphi=\pi$ it describes the reflected wave, running to the left, and its amplitude has gained the factor $|e^{i\pi(-1/2-ib)}|=e^{\pi b}$. Flux conservation gives an incident flux $|C|^2(1+e^{2\pi b})$, and therefore

$$T=\frac{1}{1+e^{2\pi b}}=\frac1{1+e^{B/\Delta}}. \tag{9}$$

For $B\gg\Delta$ this returns $e^{-B/\Delta}$. A direct numerical solution of the wave equation agreed with (9) within the test tolerance of 0.2 %.

An electron in the dot strikes the barrier $\nu$ times per unit time, so $\Gamma_n=\nu T$. We take $\nu$ to be the same for all $n$. The barrier rises linearly at the rate $R$, and a positive gate voltage $V$ lowers the levels relative to the barrier by $\kappa V$:

$$B(t)=B_n+\kappa V+R(t-t_0). \tag{10}$$

In the exponential regime the time integral (2) is elementary. With $\tau=\Delta/R$,

$$X_n=\nu e^{-(B_n+\kappa V)/\Delta}\int_0^\infty e^{-s/\tau}ds=\nu\tau\,e^{-(B_n+\kappa V)/\Delta}\equiv e^{-aV+d_n}, \tag{11}$$

$$a=\frac\kappa\Delta,\qquad d_n=\ln(\nu\tau)-\frac{B_n}\Delta . \tag{12}$$

The rates do share one time profile, $e^{-(t-t_0)/\tau}$, as (5) requires. Inserting (11) into (5) gives the capture law

$$Q_n(\infty)\simeq\exp\left[-\exp(-aV+d_n)\right]. \tag{13}$$

The inner exponential is tunnelling through a barrier whose height is linear in $V$; the outer one is survival against decay. The microscopic meaning (12) depends on $t_0$ being the same for all $n$ and $V$. If one gate both lifts the levels and closes the barrier, each level has its own onset; (4) still holds, but $a$ and $d_n$ must be derived anew.

### The staircase of the model pump

The parameters are round model values: $\hbar\omega=3$ meV, $\kappa=0.1$ meV/mV, $\nu=500$ ns$^{-1}$, $R=0.2$ meV/ns, $B_1=3$ meV and $B_2=-2$ meV. The second electron sits higher by the addition energy $E_c=B_1-B_2=5$ meV. Then $\Delta=3/(2\pi)=0.4775$ meV, $\tau=0.4775/0.2=2.387$ ns and $\nu\tau=1194$. From (12), $a=0.1/0.4775=0.2094$ mV$^{-1}$, and

$$d_1=\ln1194-\frac3{0.4775}=0.80,\qquad d_2=\ln1194+\frac2{0.4775}=11.27 .$$

The mean number of captured electrons is $\langle n\rangle=Q_1+Q_2$. The table compares the sum of two terms (13) with a time integration of (1) that uses the full transmission (9).

| $V$ (mV) | $\langle n\rangle$, full barrier | sum of (13) |
|---:|---:|---:|
| 0 | 0.10805 | 0.10763 |
| 5 | 0.45781 | 0.45738 |
| 20 | 0.96682 | 0.96676 |
| 40 | 0.99952 | 0.99949 |
| 55 | 1.45749 | 1.45736 |
| 70 | 1.96676 | 1.96676 |

The largest difference on the voltages examined is $4.3\times10^{-4}$. This may surprise at $V=0$, where the second level lies above the barrier top and (11) gives a meaningless $X_2=7.9\times10^4$. The second electron then leaves at about the rate $\nu$, which is still very fast, and nothing else about it matters. Two small effects remain. The first electron is protected for a time $1/\nu$, which raises $Q_1$ by $(\Gamma_1/\nu)e^{-X_1}$, where $\Gamma_1/\nu\approx X_1/\nu\tau=2.229/1194=1.87\times10^{-3}$. With $e^{-X_1}=0.1076$ this is $2.0\times10^{-4}$. Moreover, the integral of (9) over the ramp is $\nu\tau\ln(1+e^{-B/\Delta})$, smaller than (11) by the relative amount $\tfrac12e^{-B/\Delta}$. This raises $Q_1$ by $X_1\cdot\tfrac12(1.87\times10^{-3})\,e^{-X_1}=2.2\times10^{-4}$. Together they give $4.2\times10^{-4}$, the difference in the first row.

## 2. How the parameter difference sets the flatness

The first half used the integrated escape rates $X_n=e^{-aV+d_n}$ of the processes $n\to n-1$, with $a=\kappa/\Delta$, $d_n=\ln(\nu\tau)-B_n/\Delta$ and $\tau=\Delta/R$. Here $\Delta=\hbar\omega/2\pi$ is the energy scale of the parabolic barrier, $\kappa$ the lever arm of the gate, $\nu$ the attempt rate, $R$ the ramp rate and $B_n$ the barrier height above the level at the onset, for $V=0$. For a dot that starts with two electrons, let

$$x=X_2,\qquad \delta=d_2-d_1,\qquad \rho=e^{-\delta}=\frac{X_1}{X_2},\qquad X_1=\rho x .$$

The final probabilities are, from (6) and the decay of the upper state,

$$P_1=\frac{e^{-\rho x}-e^{-x}}{1-\rho},\qquad P_2=e^{-x},\qquad P_0=1-e^{-\rho x}-\rho P_1, \tag{14}$$

the last one being $1-Q_1$ with (7). Raising $V$ lowers $x$, since $dx/dV=-ax$.

### What the parameter difference contains

From (12) the term $\ln(\nu\tau)$ cancels in the difference:

$$\delta=\frac{B_1-B_2}\Delta=\frac{E_c}{\Delta}=\frac{2\pi E_c}{\hbar\omega}. \tag{15}$$

The parameter difference is the addition energy in units of the energy over which the barrier transmission changes by a factor $e$. The ramp rate and the attempt rate have dropped out, the latter because $\nu$ was taken equal for both charge states. With unequal attempt rates $\delta$ gains the term $\ln(\nu_2/\nu_1)$; if either electron of a spin singlet can leave, so that $\nu_2=2\nu_1$, this adds $\ln2$ and nearly halves the least error derived below. For the model pump $\delta=5/0.4775=10.47$ and $\rho=2.83\times10^{-5}$.

The steps of the staircase lie where $e^{-X_n}=\tfrac12$, that is, at $V_n=(d_n-\ln\ln2)/a$. Their spacing is

$$V_2-V_1=\frac\delta a=\frac{E_c}{\Delta}\cdot\frac\Delta\kappa=\frac{E_c}\kappa . \tag{16}$$

For equal attempt rates the length of the plateau in volts therefore does not contain the barrier scale $\Delta$; unequal ones add $(\Delta/\kappa)\ln(\nu_2/\nu_1)$, which is 3.3 mV for a ratio of 2. It is the addition energy divided by the lever arm $\kappa$, which is measured relative to the barrier top. It equals the spacing in a static Coulomb-blockade measurement only if the gate leaves the barrier top fixed relative to the lead, and it does not by itself tell how flat the plateau is. Here (16) gives 50 mV; the time integration with the full barrier puts the half-integer points at 5.572 and 55.576 mV, a spacing of 50.00 mV.

For equal attempt rates, the parameter difference $\delta$ is the addition energy in units of the barrier scale $\Delta$, while the step spacing in volts does not contain $\Delta$ and does not by itself tell how flat the plateau is. It remains to show how $\delta$ sets the best capture probability, the slope and the usable width of the plateau, and why the ramp rate hardly affects its quality.

Numerical values quoted here were computed with a short program.
